**Norm multiplier and softness gain for a model 3d pseudo-orbital**

The program tests the relation λ = −dE\*/dD. Here E\* is the least kinetic energy above the cutoff wavevector q_c, D is the core-norm deficit, and λ is the multiplier of the norm constraint. The model is a hydrogenic 3d state with nuclear charge 9, core radius 2 bohr, q_c = 4 bohr⁻¹ and six free core functions. At D = 0 the program asserts that the minimum agrees with direct quadrature above q_c and with a minimization on the norm sphere that uses no multiplier, and that the slope of the latter's energies equals λ. It also asserts that λ integrated over the deficit gives the energy gain, that λ falls as D grows over the tabulated range, and that the formulas for the cutoff derivatives agree with finite differences. The output gives E\* = 139.3 mHa and λ = 283.2 mHa at D = 0, with softening ending at D = 0.711. Larger trial spaces lower E\* towards the value found when only the function value is matched at the core radius, so the size of λ depends on the trial space.

## Verification by program

```python
# RESULT UNDER TEST
# A pseudo radial function u(r) equals the all-electron function outside r_c.
# Inside, it matches value, slope and second derivative at r_c, and minimizes
#   E = (1/2) * integral over q > q_c of q^2 * ut(q)^2
# at fixed core norm N = N_AE - D.  The norm multiplier lam obeys
#   lam = dE_min/dN = -dE_min/dD,
# so it is the residual kinetic energy removed per unit norm deficit D.
# Symbols: ut = spherical Bessel transform of u; w = fixed matched function;
# b_i = free orthonormal core functions; d_i = their coefficients;
# A, f = quadratic and linear parts of E in d; N_0 = norm of free minimizer.
# Hartree atomic units; model: hydrogenic 3d state, nuclear charge 9.
import numpy as np
from scipy.special import eval_jacobi, spherical_jn
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.constants import physical_constants
from math import factorial

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
L = 2
CHARGE = 9.0
ZETA = CHARGE / 3.0
R_C = 2.0
Q_C = 4.0
N_FREE = 6
R_MAX = 12.0


def gauss(lower, upper, count):
    x, weight = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (x + 1.0), half * weight


r_in, w_in = gauss(0.0, R_C, 200)
r_out, w_out = gauss(R_C, R_MAX, 800)
r_all = np.concatenate([r_in, r_out])
w_all = np.concatenate([w_in, w_out])
AMPLITUDE = np.sqrt((2 * ZETA) ** 7 / factorial(6))


def u_ae(r):
    return AMPLITUDE * r**3 * np.exp(-ZETA * r)


def du_ae(r):
    return u_ae(r) * (3.0 / r - ZETA)


def d2u_ae(r):
    return u_ae(r) * ((3.0 / r - ZETA) ** 2 - 3.0 / r**2)


def raw_core_function(n, order, r):
    """x^3 (1-x^2)^order times a Jacobi polynomial, and its r derivative."""
    x = r / R_C
    z = 2 * x**2 - 1
    alpha, beta = 2.0 * order, 2.5
    p = eval_jacobi(n, alpha, beta, z)
    dp = np.zeros_like(x)
    if n > 0:
        dp = 0.5 * (n + alpha + beta + 1) * eval_jacobi(
            n - 1, alpha + 1, beta + 1, z)
    edge = 1 - x**2
    value = x**3 * edge**order * p
    slope = (3 * x**2 * edge**order * p
             - 2 * order * x**4 * edge ** (order - 1) * p
             + 4 * x**4 * edge**order * dp)
    return value, slope / R_C


# Polynomial x^3, x^5, x^7 carrying the three matching conditions.
match_matrix = np.array([[1.0, 1, 1], [3, 5, 7], [6, 20, 42]])
match_data = np.array([u_ae(R_C), R_C * du_ae(R_C), R_C**2 * d2u_ae(R_C)])
match_coef = np.linalg.solve(match_matrix, match_data)


def matched_polynomial(r):
    x = r / R_C
    value = sum(c * x**k for c, k in zip(match_coef, (3, 5, 7)))
    slope = sum(c * k * x ** (k - 1) for c, k in zip(match_coef, (3, 5, 7)))
    return value, slope / R_C


class TrialSpace:
    """Row 0 is w with its outer tail; the other rows are the b_i."""

    def __init__(self, n_free, order=3):
        self.order = order
        values, slopes, self.scale = [], [], []
        for n in range(n_free):
            v, s = raw_core_function(n, order, r_in)
            c = 1 / np.sqrt(np.sum(w_in * v * v))
            self.scale.append(c)
            values.append(c * v)
            slopes.append(c * s)
        b, db = np.array(values), np.array(slopes)
        self.overlap = (b * w_in) @ b.T
        p, dp = matched_polynomial(r_in)
        self.proj = b @ (w_in * p)
        w_core, dw_core = p - self.proj @ b, dp - self.proj @ db
        self.n_w = np.sum(w_in * w_core**2)
        tail_zero = np.zeros((n_free, r_out.size))
        self.rows = np.vstack([np.concatenate([w_core, u_ae(r_out)]),
                               np.hstack([b, tail_zero])])
        drows = np.vstack([np.concatenate([dw_core, du_ae(r_out)]),
                           np.hstack([db, tail_zero])])
        self.kinetic = 0.5 * ((drows * w_all) @ drows.T
                              + L * (L + 1) * (self.rows * w_all / r_all**2)
                              @ self.rows.T)

    def core_value(self, d, r):
        total = matched_polynomial(r)[0]
        for n, c in enumerate(self.scale):
            total = total + (d[n] - self.proj[n]) * c * raw_core_function(
                n, self.order, r)[0]
        return total

    def residual_form(self, q_cut):
        q, wq = gauss(0.0, q_cut, 80)
        t = transform(self.rows, q)
        return self.kinetic - 0.5 * (t * (wq * q**2)) @ t.T


def transform(rows, q):
    q = np.atleast_1d(q)
    qr = np.outer(r_all, q)
    return np.sqrt(2 / np.pi) * (rows * w_all) @ (qr * spherical_jn(L, qr))


def energy(form, d):
    return form[0, 0] + 2 * form[0, 1:] @ d + d @ form[1:, 1:] @ d


def optimum(space, form, core_norm):
    """Global constrained minimum: energy, multiplier, coefficients."""
    a, vec = np.linalg.eigh(form[1:, 1:])
    fk = vec.T @ form[0, 1:]
    radius = np.sqrt(core_norm - space.n_w)
    low = a[0] - 1.0001 * np.linalg.norm(fk) / radius
    high = a[0] - abs(fk[0]) / radius
    lam = brentq(lambda s: np.sum((fk / (a - s)) ** 2) - radius**2,
                 low, high, xtol=1e-15, rtol=1e-14)
    d = vec @ (-fk / (a - lam))
    return energy(form, d), lam, d


space = TrialSpace(N_FREE)
form = space.residual_form(Q_C)
norm_ae = np.sum(w_in * u_ae(r_in) ** 2)
e_nc, lam_nc, d_nc = optimum(space, form, norm_ae)
eigenvalues, eigenvectors = np.linalg.eigh(form[1:, 1:])

# All-electron function: norm, virial theorem, orthonormal trial functions.
ae_row = u_ae(r_all)[None, :]
ae_kinetic = 0.5 * np.sum(w_all * (du_ae(r_all) ** 2
                                   + L * (L + 1) * u_ae(r_all)**2 / r_all**2))
assert abs(np.sum(w_all * u_ae(r_all) ** 2) - 1) < 1e-10
assert abs(ae_kinetic - ZETA**2 / 2) < 1e-9
assert np.allclose(space.overlap, np.eye(N_FREE), atol=1e-10)
assert eigenvalues[0] > 0
q_low, wq_low = gauss(0.0, Q_C, 80)
ae_residual = ae_kinetic - 0.5 * np.sum(
    wq_low * q_low**2 * transform(ae_row, q_low)[0] ** 2)

# Matching through second derivative: the mismatch must fall as distance^3.
gap_far, gap_near = [abs(space.core_value(d_nc, np.array([R_C - h]))[0]
                         - u_ae(R_C - h)) for h in (2e-3, 1e-3)]
assert 7.5 < gap_far / gap_near < 8.5

# Residual energy from its definition, by quadrature above the cutoff.
u_nc = np.concatenate([[1.0], d_nc]) @ space.rows
q_high, wq_high = gauss(Q_C, 150.0, 900)
direct = 0.5 * np.sum(wq_high * q_high**2
                      * transform(u_nc[None, :], q_high)[0] ** 2)
assert abs(direct - e_nc) < 2e-6  # truncation of the q integral
assert abs(np.sum(w_in * u_nc[:r_in.size] ** 2) - norm_ae) < 1e-10


# Minimization on the norm sphere that never uses a multiplier.
def sphere_minimum(core_norm):
    radius = np.sqrt(core_norm - space.n_w)

    def value_and_gradient(y):
        size = np.linalg.norm(y)
        unit = y / size
        d = radius * unit
        g = 2 * (form[0, 1:] + form[1:, 1:] @ d)
        return energy(form, d), radius / size * (g - unit * (unit @ g))

    rng = np.random.default_rng(4)
    return min(minimize(value_and_gradient, rng.normal(size=N_FREE),
                        jac=True, method="BFGS",
                        options={"gtol": 1e-10, "maxiter": 1000}).fun
               for _ in range(12))


e_sphere = sphere_minimum(norm_ae)
assert abs(e_sphere - e_nc) < 1e-9
step = 1e-3
slope_sphere = (sphere_minimum(norm_ae + step)
                - sphere_minimum(norm_ae - step)) / (2 * step)
assert abs(slope_sphere - lam_nc) < 1e-4 * abs(lam_nc) + 1e-8

# Rate of change of the multiplier with norm.
fk_nc = eigenvectors.T @ form[0, 1:]
dlam_formula = 0.5 / np.sum(fk_nc**2 / (eigenvalues - lam_nc) ** 3)
dlam_numeric = (optimum(space, form, norm_ae + step)[1]
                - optimum(space, form, norm_ae - step)[1]) / (2 * step)
assert abs(dlam_numeric / dlam_formula - 1) < 1e-3

# Free minimizer, compared with a scan of the constrained minimum energy.
d_free = np.linalg.solve(form[1:, 1:], -form[0, 1:])
norm_free = space.n_w + d_free @ d_free
e_free = energy(form, d_free)
scan = minimize_scalar(lambda n: optimum(space, form, n)[0],
                       bounds=(space.n_w + 1e-3, norm_ae + 1),
                       method="bounded", options={"xatol": 1e-9})
assert abs(scan.x - norm_free) < 1e-4
assert np.sign(lam_nc) == np.sign(norm_ae - norm_free)

# Accumulated gain equals the integral of the multiplier over the deficit.
deficits = np.array([0.0, 0.1, 0.2, 0.3, 0.4, 0.5])
table = [optimum(space, form, norm_ae - x) for x in deficits]
for x, row in zip(deficits[1:], table[1:]):
    nodes, weights = gauss(0.0, x, 16)
    integral = sum(wt * optimum(space, form, norm_ae - y)[1]
                   for y, wt in zip(nodes, weights))
    assert abs(integral - (e_nc - row[0])) < 1e-8
    assert e_nc - row[0] < lam_nc * x
assert np.all(np.diff([row[1] for row in table]) < 0)


# Cutoff derivative and cutoff saved at equal residual energy.
def e_min(q_cut, deficit):
    return optimum(space, space.residual_form(q_cut), norm_ae - deficit)[0]


def equal_cutoff(deficit):
    return brentq(lambda q: e_min(q, deficit) - e_nc, 1.5, 6.0, xtol=1e-13)


ut_cut = transform(u_nc[None, :], Q_C)[0, 0]
spectral = 0.5 * Q_C**2 * ut_cut**2
de_dq = (e_min(Q_C + step, 0) - e_min(Q_C - step, 0)) / (2 * step)
assert abs(de_dq + spectral) < 1e-3 * spectral + 1e-6
dq_dd = -lam_nc / spectral
dq_numeric = (equal_cutoff(1e-4) - equal_cutoff(-1e-4)) / 2e-4
assert abs(dq_numeric / dq_dd - 1) < 1e-2
q_saved = equal_cutoff(0.3)

# Larger trial spaces approach the problem with only the value matched.
size_rows = []
for m in (4, 6, 8, 12, 24):
    full = TrialSpace(m)
    loose = TrialSpace(m + 2, order=1)
    e_full, lam_full, _ = optimum(full, full.residual_form(Q_C), norm_ae)
    e_loose = optimum(loose, loose.residual_form(Q_C), norm_ae)[0]
    assert e_loose <= e_full + 1e-10
    size_rows.append((m, e_full, lam_full, e_loose))
assert all(size_rows[i + 1][1] <= size_rows[i][1] + 1e-10 for i in range(4))
space_gap = {row[0]: row[1] - row[3] for row in size_rows}
assert space_gap[24] < 0.5 * space_gap[6]

print(f"charge {CHARGE:.0f}, decay {ZETA:.0f} /bohr, r_c {R_C:.1f} bohr")
print(f"q_c {Q_C:.1f} /bohr = {Q_C**2/2:.1f} Ha, free functions {N_FREE}")
print(f"u_AE(r_c) = {u_ae(R_C):.5f} bohr^-1/2")
print(f"u_AE'/u_AE at r_c = {du_ae(R_C)/u_ae(R_C):.4f} /bohr")
print(f"u_AE''/u_AE at r_c = {d2u_ae(R_C)/u_ae(R_C):.4f} /bohr^2")
print(f"all-electron core norm N_AE = {norm_ae:.6f}")
print(f"least core norm in trial space n_w = {space.n_w:.6f}")
print(f"all-electron kinetic energy = {ae_kinetic:.6f} Ha")
print(f"all-electron residual above q_c = {ae_residual:.6f} Ha")
print("eigenvalues of A (Ha):", " ".join(f"{x:.4f}" for x in eigenvalues))
print(f"norm-conserving E_min = {1000*e_nc:.5f} mHa")
print(f"  direct quadrature   = {1000*direct:.5f} mHa")
print(f"  sphere minimization = {1000*e_sphere:.5f} mHa")
print(f"multiplier at D=0 = {1000*lam_nc:.5f} mHa = "
      f"{lam_nc*HARTREE_EV:.5f} eV")
print(f"  slope dE_min/dN = {1000*slope_sphere:.5f} mHa")
print(f"dlam/dN formula = {1000*dlam_formula:.4f} mHa")
print(f"dlam/dN numeric = {1000*dlam_numeric:.4f} mHa")
print("D, E_min (mHa), lam (mHa), gain (mHa), lam(0)*D (mHa), nodes")
r_plot = np.linspace(0.01, R_C, 400)
for x, (e, lam, d) in zip(deficits, table):
    sign = np.sign(space.core_value(d, r_plot))
    count = int(np.sum(sign[1:] != sign[:-1]))
    print(f"  {x:.1f} {1000*e:.4f} {1000*lam:.4f} {1000*(e_nc-e):.4f} "
          f"{1000*lam_nc*x:.4f} {count}")
print(f"free minimizer: N_0 = {norm_free:.5f}, "
      f"D_0 = {norm_ae-norm_free:.5f}")
print(f"  E_min there = {1000*e_free:.5f} mHa; scan N = {scan.x:.5f}")
print(f"spectral density at q_c = {1000*spectral:.5f} mHa bohr")
print(f"  -dE_min/dq_c numeric  = {-1000*de_dq:.5f} mHa bohr")
print(f"dq_c/dD formula = {dq_dd:.5f} /bohr, numeric = {dq_numeric:.5f}")
print(f"equal-residual cutoff at D=0.3: {q_saved:.5f} /bohr "
      f"= {q_saved**2/2:.4f} Ha")
print("q_c (/bohr), E_min(D=0) (mHa), lam(D=0) (mHa), N_0")
for q_cut in (3.0, 4.0, 5.0):
    fq = space.residual_form(q_cut)
    e, lam, _ = optimum(space, fq, norm_ae)
    dq = np.linalg.solve(fq[1:, 1:], -fq[0, 1:])
    print(f"  {q_cut:.1f} {1000*e:.4f} {1000*lam:.4f} "
          f"{space.n_w + dq @ dq:.5f}")
print("M, E_min (mHa), lam (mHa), value-only E_min (mHa), at D=0")
for m, e_full, lam_full, e_loose in size_rows:
    print(f"  {m} {1000*e_full:.4f} {1000*lam_full:.4f} {1000*e_loose:.4f}")
print("checks complete")
```

Running it gives:

```
charge 9, decay 3 /bohr, r_c 2.0 bohr
q_c 4.0 /bohr = 8.0 Ha, free functions 6
u_AE(r_c) = 0.39101 bohr^-1/2
u_AE'/u_AE at r_c = -1.5000 /bohr
u_AE''/u_AE at r_c = 1.5000 /bohr^2
all-electron core norm N_AE = 0.954178
least core norm in trial space n_w = 0.015278
all-electron kinetic energy = 4.500000 Ha
all-electron residual above q_c = 1.539549 Ha
eigenvalues of A (Ha): 0.5289 9.6315 19.6189 31.1755 48.3958 75.3929
norm-conserving E_min = 139.33834 mHa
  direct quadrature   = 139.33810 mHa
  sphere minimization = 139.33834 mHa
multiplier at D=0 = 283.23554 mHa = 7.70723 eV
  slope dE_min/dN = 283.23550 mHa
dlam/dN formula = 135.6266 mHa
dlam/dN numeric = 135.6267 mHa
D, E_min (mHa), lam (mHa), gain (mHa), lam(0)*D (mHa), nodes
  0.0 139.3383 283.2355 0.0000 0.0000 0
  0.1 111.7331 268.4366 27.6052 28.3236 0
  0.2 85.7519 250.5981 53.5865 56.6471 0
  0.3 61.7542 228.5146 77.5842 84.9707 0
  0.4 40.2555 200.1845 99.0828 113.2942 0
  0.5 22.0427 161.9775 117.2956 141.6178 0
free minimizer: N_0 = 0.24289, D_0 = 0.71129
  E_min there = 1.84788 mHa; scan N = 0.24289
spectral density at q_c = 352.09146 mHa bohr
  -dE_min/dq_c numeric  = 352.09168 mHa bohr
dq_c/dD formula = -0.80444 /bohr, numeric = -0.80444
equal-residual cutoff at D=0.3: 3.69306 /bohr = 6.8193 Ha
q_c (/bohr), E_min(D=0) (mHa), lam(D=0) (mHa), N_0
  3.0 1077.6092 1685.1444 0.12970
  4.0 139.3383 283.2355 0.24289
  5.0 8.1780 21.6476 0.36627
M, E_min (mHa), lam (mHa), value-only E_min (mHa), at D=0
  4 155.7810 321.0623 115.8456
  6 139.3383 283.2355 115.8456
  8 131.4548 265.2392 115.8456
  12 124.2473 248.8813 115.8456
  24 118.4790 235.8632 115.8456
checks complete
```
